# Why pore scattering peaks near the critical exit angle

An X-ray beam strikes a porous dielectric film at a few tenths of a degree. Pores about a nanometre in radius scatter some of it, and a detector records the scattered intensity against the exit angle $\alpha_f$, measured from the surface. A pore this small scatters almost evenly over such a narrow angular range, yet the intensity rises to a peak near the critical angle of the film. The peak must therefore come from the way the scattered wave leaves the film. In the simplest case, a deep medium without absorption, the surface multiplies the intensity by four at the critical angle. Absorption, depth and the substrate each change that number, and they are taken here one at a time.

## The model

Let $z$ be the depth, positive into the film, and $k=2\pi/\lambda$ the vacuum wavenumber. The refractive index obeys

$$n^2=1-2\delta+2i\beta .$$

Fields vary in time as $e^{-i\omega t}$, so positive $\beta$ means absorption. Free electrons of density $\rho_e$ give $n^2=1-\omega_p^2/\omega^2$, with $\omega_p^2=\rho_ee^2/\varepsilon_0m_e$. In terms of the classical electron radius $r_e=e^2/(4\pi\varepsilon_0m_ec^2)$ this is $\omega_p^2=4\pi r_ec^2\rho_e$. With $\omega=2\pi c/\lambda$,

$$2\delta=\frac{\omega_p^2}{\omega^2}=\frac{r_e\lambda^2\rho_e}{\pi},\qquad \delta=\frac{r_e\lambda^2\rho_e}{2\pi}.$$

Intensity decays as $e^{-2k\beta z}$ at normal incidence, so an attenuation length $L$ means $\beta=1/(2kL)=\lambda/(4\pi L)$.

The surface is flat, the wave is treated as scalar, and each pore scatters once. A wave making angle $\alpha$ with the surface has lateral wavenumber $k\cos\alpha$, which the flat surface conserves. The normal wavenumbers in vacuum and film are therefore

$$k_z=k\sin\alpha,$$
$$k_z'=\sqrt{k^2n^2-k^2\cos^2\alpha}=k\sqrt{\sin^2\alpha-2\delta+2i\beta},$$

with the root whose imaginary part is not negative. The critical angle is defined by $\sin^2\alpha_c=2\delta$.

The example takes 8 keV photons ($\lambda=0.155$ nm) and a film with 350 electrons per nm³ and $L=300$ µm. Then $\delta=3.77\times10^{-6}$ and $\beta=4.11\times10^{-8}$, so

$$\alpha_c\approx\sqrt{2\times3.77\times10^{-6}}=2.746\ \text{mrad}=0.157^\circ .$$

## The exit factor

A pore at depth $z_0$ acts as a source driven by the local field. For one lateral wavenumber the scattered wave obeys

$$\psi''+k_z'^2\psi=-s\,\delta(z-z_0),$$

where $\delta(z-z_0)$ is the Dirac function and $s$ the source strength.

Suppose first that there is vacuum everywhere, which is the Born reference. Waves must run away from the source, so $\psi=Ae^{ik_z|z-z_0|}$. Integrating across the source gives a jump in slope of $2ik_zA=-s$, hence $A=is/(2k_z)$. The upward wave at the level $z=0$ is

$$\psi_{\rm Born}=\frac{is}{2k_z}e^{ik_zz_0}.$$

In a deep medium the same argument gives an upward wave $(is/2k_z')e^{ik_z'z_0}$ arriving at the surface from below. Let the surface reflect a fraction $\rho$ of this amplitude and transmit a fraction $\tau$. Continuity of the field and its slope requires

$$1+\rho=\tau,\qquad k_z'(1-\rho)=k_z\tau .$$

Inserting $\rho=\tau-1$ gives $k_z'(2-\tau)=k_z\tau$, so

$$\tau=\frac{2k_z'}{k_z+k_z'} .$$

This outward transmission vanishes at the critical angle when $\beta=0$. Taken alone it would predict a dark line, but the amplitude launched by the source contains $1/k_z'$, which diverges there. In the product the two cancel:

$$\psi_{\rm out}=\frac{is}{2k_z'}\,\frac{2k_z'}{k_z+k_z'}\,e^{ik_z'z_0}=\frac{is}{k_z+k_z'}\,e^{ik_z'z_0}.$$

Division by the Born amplitude leaves

$$\frac{\psi_{\rm out}}{\psi_{\rm Born}}=t_f\,e^{i(k_z'-k_z)z_0},\qquad t_f=\frac{2k_z}{k_z+k_z'} .$$

The conversion from this lateral component to the far field is the same with and without the surface, so it drops out of the ratio.

The factor $t_f$ is the transmission amplitude of a wave travelling the other way, from vacuum into the film. For that wave $1+r=t$ and $k_z(1-r)=k_z't$. Inserting $r=t-1$ gives $t=2k_z/(k_z+k_z')$. This is reciprocity: a pore radiates into a direction as strongly as a wave from that direction would excite it.

The reversed wave shows what happens at $\alpha_c$. With $\beta=0$ we have $k_z'=0$, so $r=1$ and $t=2$. The incident and reflected waves meet in phase at the surface and their amplitudes add. The film below carries a uniform field of amplitude two, and a pore at any depth radiates four times its Born intensity. No energy is created, because the flux into the film is proportional to $\operatorname{Re}(k_z')|t|^2$, which is zero.

## Why this is a maximum

Keep $\beta=0$ and write $x=\sin^2\alpha_f/\sin^2\alpha_c$. Below the critical angle $k_z'$ is imaginary, so $|k_z+k_z'|^2=k_z^2+|k_z'|^2=k^2\sin^2\alpha_c$ and

$$|t_f|^2=\frac{4k_z^2}{k^2\sin^2\alpha_c}=4x .$$

The factor rises towards four. For a buried pore the evanescent decay $e^{-2|k_z'|z_0}$ lowers the intensity further on this side. Above the critical angle $k_z'$ is real, and

$$|t_f|^2=\frac{4}{(1+s_f)^2},\qquad s_f=\frac{k_z'}{k_z}=\sqrt{1-\frac1x} .$$

As $x$ grows, $s_f$ rises from 0 to 1 and the factor falls from four to one, the Born value. The maximum is a cusp, since $s_f$ starts with infinite slope.

Half height means $|t_f|^2=2$. Below the peak, $4x=2$ gives $\sin\alpha_f=\sin\alpha_c/\sqrt2$, or 0.111°. Above it, $1+s_f=\sqrt2$ gives $s_f=0.414$ and $x=1/(1-s_f^2)=1.207$, or 0.173°. The peak is steeper on its high-angle side.

These results were tested by solving the wave equation numerically with a source in the medium and no transmission formula. For sources at depths of 0 and 30 nm, a scan from 0.8 to 1.2 $\alpha_c$ in steps of $0.01\,\alpha_c$ had its maximum at $\alpha_c$, with height 4.00.

## The entrance factor

The incident wave has its own amplitude $t_i$ in the film and its own normal wavenumber $k_{zi}'$. To first order the pore intensity is

$$I=I_{\rm Born}(q')\,|t_i|^2|t_f|^2\,e^{-2\operatorname{Im}(k_{zi}'+k_{zf}')z_0},$$

where the Born intensity is taken at the internal normal momentum transfer $q_z'=k_{zi}'+k_{zf}'$. Fourfold is the exit factor alone. If the beam also enters at $\alpha_c$, the lossless product is $4\times4=16$. The numerical solution gave 16.0 for the specular response of a weak layer 30 nm deep, relative to the same layer in vacuum.

In the example the beam enters at 0.30°, where $|t_i|^2=1.17$. This angle is held fixed, so for a pore at one depth the entrance factor scales the whole exit scan without shaping it. In a layer the incident field also decides how much each depth counts, which raises the average at $\alpha_c$ by about 7 % in this example. The exit factors below leave out the overall size of the entrance factor, but the layer averages keep this weighting.

## The pore itself

For a sphere of radius $R$ the scattering amplitude, normalised to one at $q=0$, is

$$F(q)=\frac{3}{4\pi R^3}\int_0^R4\pi r^2\,\frac{\sin qr}{qr}\,dr=\frac{3(\sin qR-qR\cos qR)}{(qR)^3}.$$

The second form follows from $\int_0^R r\sin qr\,dr=(\sin qR-qR\cos qR)/q^2$. With $R=1$ nm and a lateral momentum transfer of 0.5 nm⁻¹, $|F|^2$ goes from 0.947 at $0.5\,\alpha_c$ to 0.925 at $2\,\alpha_c$, a fall of 2.3 % relative to the first value. Over the same range the lossless surface factor climbs from 1 to 4 and drops back to 1.15. The pore shape does not make the peak. This holds for independent small pores; large or ordered pores have structure of their own in $q_z'$.

## Absorption, for a pore at the surface

With absorption $k_z'$ no longer vanishes at $\alpha_c$. Since $\sqrt{2i}=1+i$, it equals $k\sqrt\beta\,(1+i)$. Let $b=\beta/\delta$. Dividing by $k_z=k\sqrt{2\delta}$ gives $k_z'/k_z=\sqrt{b/2}\,(1+i)$, so

$$|t_f|^2=\frac{4}{(1+\sqrt{b/2})^2+b/2}=\frac{4}{1+\sqrt{2b}+b}.$$

The loss enters as a square root, so weak absorption matters. In the example $b=0.0109$, and the factor is $4/(1+0.148+0.011)=3.45$. For $b=0.001$ it is 3.83 and for $b=0.1$ it is 2.59.

When absorption is weak, the maximum also moves, to slightly below $\alpha_c$. In general

$$w^2\equiv\frac{k_z'^2}{k_z^2}=1-\frac{1-ib}{x}.$$

Put $x=1-\varepsilon$ with $b\ll\varepsilon\ll1$. Then $w^2\approx-\varepsilon+ib$ and $w\approx i\sqrt\varepsilon+b/(2\sqrt\varepsilon)$, which gives

$$|1+w|^2\approx1+\frac{b}{\sqrt\varepsilon}+\varepsilon .$$

The derivative with respect to $\varepsilon$ vanishes when $b/(2\varepsilon^{3/2})=1$, that is at $\varepsilon=(b/2)^{2/3}$. There $b/\sqrt\varepsilon=2\varepsilon$, and the peak height is $4/(1+3\varepsilon)$. For the example $\varepsilon=0.031$. The predicted peak is 3.66 at $(1-\varepsilon/2)\alpha_c=0.155^\circ$, and the full formula gives 3.65 at 0.155°.

## Absorption, for a whole layer of pores

Depth costs far more. At $\alpha_c$ the radiation reaching the detector from depth $z_0$ is reduced by $e^{-z_0/\Lambda}$, with

$$\Lambda=\frac{1}{2\operatorname{Im}k_z'}=\frac{1}{2k\sqrt\beta}=61\ \text{nm}.$$

The attenuation length at normal incidence is 300 µm, but the escape depth at the critical angle is only 61 nm.

Take pores spread evenly through the top $d=300$ nm of a deep medium with the same index throughout. The incident intensity decays as $e^{-az}$, with $a=2\operatorname{Im}k_{zi}'=7.5\times10^{-4}$ nm⁻¹. Averaging the exit factor over the pores, weighted by the intensity that illuminates them, gives

$$\langle|\psi_f|^2\rangle=|t_f|^2\,\frac{\int_0^de^{-(a+1/\Lambda)z}dz}{\int_0^de^{-az}dz}.$$

At $\alpha_c$ the integrals are 57.8 nm and 269 nm, so the average is $3.45\times0.215=0.74$. This is below the Born value. The surface enhances the pores near it, but most of the layer is hidden.

Just above $\alpha_c$ the escape depth grows quickly while $|t_f|^2$ falls. The layer average therefore peaks above $\alpha_c$, at 0.166°, with height 1.43. For the whole layer the peak thus belongs partly to the transmission amplitude and partly to the opening of the escape depth.

## The substrate

A real film ends on a substrate. Silicon, with 700 electrons per nm³, has a critical angle of 0.223°. Between 0.157° and 0.223° the reversed wave enters the film but is totally reflected at the silicon, and a standing wave forms.

Ignore absorption first. In the silicon the field decays as $e^{-\kappa(z-d)}$. In the film write

$$\psi=D\cos[k_z'(d-z)-\theta].$$

Its logarithmic slope at $z=d$ is $-k_z'\tan\theta$, which must equal $-\kappa$, so $\tan\theta=\kappa/k_z'$. At the surface the vacuum field is $e^{ik_zz}+re^{-ik_zz}$. Hence $\psi(0)=1+r$ and $\psi'(0)=ik_z(1-r)$, and eliminating $r$ gives $2=\psi(0)+\psi'(0)/(ik_z)$. With $\Phi=k_z'd-\theta$, $\psi(0)=D\cos\Phi$ and $\psi'(0)=Dk_z'\sin\Phi$,

$$|D|^2=\frac{4}{\cos^2\Phi+(k_z'/k_z)^2\sin^2\Phi}.$$

Resonances lie near $\Phi=(m-\tfrac12)\pi$, with $m=1,2,\dots$, where $|D|^2=4k_z^2/k_z'^2$. The depth average of the squared cosine is about one half. For $m=1$ and small $k_z'$, $\theta\approx\pi/2-k_z'/\kappa$, so $k_z'\approx\pi/(d+1/\kappa)$. The silicon has twice the film's $\delta$, so near $\alpha_c$ we have $\kappa\approx k_z=0.111$ nm⁻¹. Then $k_z'=\pi/309=0.0102$ nm⁻¹, and the average factor is

$$2\left(\frac{0.1113}{0.01017}\right)^2\approx240 .$$

The full lossless calculation gives 249 at 0.158°. The output below lists 239 because its angular step is about half the width of this very narrow resonance, so it misses the top. Four is therefore no upper limit. It is the value for a medium that returns nothing from below.

Absorption removes nearly all of this gain. Let $\eta=\operatorname{Im}k_z'\approx k^2\beta/k_z'$, with $k_z'$ now standing for its real part, and neglect absorption in $\theta$. At resonance $\cos(\Phi+i\eta d)$ has magnitude $\sinh\eta d$ and the sine has magnitude $\cosh\eta d$. They add in phase:

$$|D|^2\approx\frac{4}{[\sinh\eta d+(k_z'/k_z)\cosh\eta d]^2}.$$

The first term is loss in the film and the second is leakage through the surface. Low orders have small $k_z'$ and large $\eta$, so absorption damps them. High orders leak. The strongest resonance lies between.

The calculated maximum is at 0.173°, where $k_z'=0.051$ nm⁻¹ and $\Phi\approx4.5\pi$: the fifth resonance. There $\eta d=0.40$ and $k_z'/k_z=0.415$, so $|D|^2\approx4/(0.41+0.45)^2=5.4$. The depth average of $|\cos|^2$ is now about $\tfrac12\sinh(2\eta d)/(2\eta d)=0.55$, which gives 3.0. The full calculation, which includes the weighting by the incident field, gives 2.9. This maximum is one of a row of nearly equal resonances: the fourth reaches 2.81 at 0.167°, the fifth 2.95, the sixth 2.92 at 0.179° and the seventh 2.82 at 0.187°. The fifth leads by less than 1 %, and with $L=270$ µm the sixth is the highest. The agreement of this angle with the upper half-height angle found earlier is a coincidence of the chosen thickness.

At $\alpha_c$ itself the film on silicon gives 0.76, close to the 0.74 of the deep medium. Little radiation survives the passage to the silicon and back at that angle.

## Smaller effects

A detector with a resolution of 0.01° (full width at half maximum) lowers the surface-pore peak from 3.65 to 3.48. It lowers the film-on-silicon peak from 2.9 to 2.1 and moves it from 0.173° to 0.178°, because the resonances are narrow and neighbouring ones merge. The smeared maximum is broad: the factor stays between 2.0 and 2.1 from 0.170° to 0.183°.

Surface roughness of 0.5 nm changes the lossless exit factor at $\alpha_c$ by 0.3 %, for a pore 30 nm deep. Attenuation by the pores' own scattering, if they scatter independently, is 0.6 % of that by absorption. Neither matters beside absorption and the substrate.

The exit factors, relative to Born, are:

| Case | At $\alpha_c$ | Peak | Peak angle |
|---|---|---|---|
| Deep, lossless | 4 | 4 | 0.157° |
| Surface pore, absorbing | 3.45 | 3.65 | 0.155° |
| Pore layer, deep medium | 0.74 | 1.43 | 0.166° |
| Pore layer on silicon | 0.76 | 2.9 | 0.173° |

## What it does to a porosity value

Let a fraction $\varphi$ of the film be empty and the rest have electron density $\rho_s$. The mean density is $(1-\varphi)\rho_s$ and the mean square is $(1-\varphi)\rho_s^2$. The variance, which sets the total scattering of a two-phase material, is

$$(1-\varphi)\rho_s^2-(1-\varphi)^2\rho_s^2=\varphi(1-\varphi)\rho_s^2 .$$

For 30 % porosity $\varphi(1-\varphi)=0.21$. A single intensity gives this product only if the pore size and arrangement are known. Suppose they are, along with the entrance factor and $\rho_s$, and that the intensity is read at $\alpha_c$ with the exit factor ignored. For pores right at the surface the inferred product is $0.21\times3.45=0.725$. That is impossible, since $\varphi(1-\varphi)$ cannot exceed 0.25. For pores throughout the film on silicon it is $0.21\times0.76=0.16$, which gives a believable but wrong porosity of 20 %. The sign of the error depends on where the pores are.

## The real film

The parameters are rough values in the regime of porous organosilicate glass on silicon, a low-k interlayer dielectric; none is extreme for that class. Such a film breaks two assumptions strongly. One is that the pores scatter independently. At 30 % porosity and a momentum transfer near 0.5 nm⁻¹, non-overlapping spheres of 1 nm radius would scatter only about a tenth as much as independent ones, and randomly overlapping spheres about 0.6 times as much, compared at equal porosity. This changes the Born intensity and not the exit factor. The other assumption is the deep, lossless medium. For the numbers used here, replacing it by the absorbing film on silicon moves the exit factor at $\alpha_c$ from 4 to about 0.8 and the peak, before detector smearing, from 0.157° to 0.173°. The resonance angles depend on thickness, and so does the share of the film that can be seen at $\alpha_c$. The values 0.8 and 0.173° therefore belong to 300 nm, and to the attenuation length chosen, and not to low-k films in general. A 200 nm film gives 1.05 at $\alpha_c$ and a peak of 4.3 at 0.170°, so even the sign of the error from ignoring the exit factor changes with thickness. A dense skin or a density gradient would change the exit factor further, and neither is in the model. When porosity is to be extracted from a film like this one, the measured scan should be divided by the depth average of the entrance and exit factors together, calculated for the actual layer stack and smeared with the detector resolution, and not by four. Clearly above the critical angle the result is an estimate of the Born intensity. At the critical angle the upper part of the film already counts most, and well below it only a thin top layer is seen, so the result there depends on how the pores are distributed in depth. A model of pore size and arrangement is still needed to turn the estimate into a porosity. The numerical output below lists the values used.

## Computed values

```
photon energy: 8 keV
wavelength: 0.155 nm
film electron density: 350 nm^-3
silicon electron density: 700 nm^-3
film attenuation length: 300 um
silicon attenuation length: 70 um
film thickness: 300 nm
pore radius: 1 nm
porosity: 30 %
incident angle: 0.3 deg
film delta: 3.77e-06
film beta: 4.111e-08
film beta/delta: 0.0109
film critical angle: 0.1573 deg
film critical angle: 2.746 mrad
silicon critical angle: 0.2225 deg
kz at film critical angle: 0.1113 1/nm
lossless exit factor at critical, wave solver: 4
entrance times exit factor at critical, wave solver: 16
exit factor at 20 critical angles, wave solver: 1.003
lossless lower half-height angle: 0.1113 deg
lossless upper half-height angle: 0.1729 deg
film exit factor at critical: 3.453
exit factor at critical for beta/delta=0.001: 3.825
exit factor at critical for beta/delta=0.1: 2.585
intensity escape depth at critical: 60.83 nm
entrance factor at incident angle: 1.167
surface pore, value at critical: 3.452
surface pore, peak factor: 3.65
surface pore, peak angle: 0.155 deg
surface pore, peak after resolution: 3.476
layer, matched base, value at critical: 0.7432
layer, matched base, peak factor: 1.433
layer, matched base, peak angle: 0.1657 deg
layer, matched base, peak after resolution: 1.405
film on silicon, value at critical: 0.7627
film on silicon, peak factor: 2.945
film on silicon, peak angle: 0.1729 deg
film on silicon, peak after resolution: 2.06
lossless film on silicon, peak factor: 239.4
lossless film on silicon, peak angle: 0.158 deg
detector resolution FWHM: 0.01 deg
lateral momentum transfer: 0.5 1/nm
pore form factor squared at 0.5 critical: 0.9466
pore form factor squared at 1.0 critical: 0.9443
pore form factor squared at 2.0 critical: 0.9246
surface roughness: 0.5 nm
roughness change of exit factor: 0.31 %
pore scattering / absorption rate: 0.64 %
true porosity product phi(1-phi): 0.21
product inferred if exit factor ignored: 0.725
```
